Quadratic binding by a weak well in a Rashba electron gas

**Q.** In two dimensions a weak attractive well binds a particle only by an exponentially small energy. Why should spin-orbit coupling change that?

**A.** The exponential comes from a constant density of states at the band bottom, and Rashba coupling removes that constancy. Take one electron with

H₀ = ħ²k²/2m + α(σx ky − σy kx), α > 0.

Write kx = k cos φ and ky = k sin φ. The upper right element of the spin term is α(ky + i kx) = iαk e^(−iφ), and the lower left is its conjugate. Its eigenvalues are sαk with s = ±1, and its eigenvectors are

χ_s(φ) = (1, −i s e^(iφ))/√2.

With k₀ = mα/ħ² and E_R = ħ²k₀²/2m, completing the square gives

ε_s(k) = ħ²k²/2m + sαk = ħ²(k + s k₀)²/2m − E_R.

The lower branch, s = −1, has its minimum −E_R on the whole ring k = k₀. States within an energy η of it fill an annulus of half-width q = √(2mη)/ħ and area 4πk₀q (for q < k₀). Dividing by (2π)² gives k₀q/π states per unit area, so the density of states is

d(k₀q/π)/dη = k₀√(2m)/(2πħ√η).

This diverges as 1/√η, as at the bottom of a one-dimensional band.

**Q.** A diverging density of states is suggestive, but the spinor turns around the ring and could cancel the attraction. Show me an actual bound state.

**A.** Begin with a contact well, V = −g δ(r), where g > 0 is an energy times an area. In momentum space (H₀ − E)ψ_k = gχ, where χ = ψ(r = 0) is a constant spinor. Solving for ψ_k and integrating over k to recover χ gives

χ = g ∫ d²k/(2π)² Σ_s P_s(φ)/(ε_s − E) χ,

P_s = ½[1 + s(σx sin φ − σy cos φ)].

The turning part of P_s averages to zero over φ. What survives is ½ times the unit matrix, so the turning spin costs a factor of two and cancels nothing more:

1 = (g/4π) ∫ k dk [1/(ε₊ − E) + 1/(ε₋ − E)].

Every χ solves this, so the level is a Kramers pair rather than a single state.

Put E = −E_R − Δ, δ = Δ/E_R, k = k₀x and w = mg/ħ². The prefactor becomes gk₀²/(4πE_R) = w/2π. A contact well in two dimensions needs a cutoff, x < X:

1 = (w/2π) ∫₀^X x dx {1/[(x+1)² + δ] + 1/[(x−1)² + δ]}.

Substitute y = x + 1 in the first term and y = x − 1 in the second. The numerators become y − 1 and y + 1. The parts with y give logarithms and the parts with ±1 give arctangents. For X ≫ 1 the sum is

2 ln X − ln(1+δ) + (2/√δ) arctan(1/√δ).

For small δ, arctan(1/√δ) = π/2 − √δ + …, so the integral is π/√δ + 2 ln X − 2 up to terms that vanish with δ. Therefore

1/w = 1/(2√δ) + (ln X − 1)/π.

As w → 0 at fixed X and k₀, the first term must balance 1/w, so √δ → w/2 and

Δ → E_R w²/4 = m g²k₀²/(8ħ²).

A one-dimensional well −g₁δ(x) binds by m g₁²/(2ħ²). The two agree for g₁ = gk₀/2: the ring supplies k₀, and the spin average supplies the half.

**Q.** You needed a cutoff. A real well has a finite range and mixes the branches. Can that spoil the argument?

**A.** Let V = −g f(r), with f ≥ 0 circular, bounded, normalized to ∫f d²r = 1, and with a finite fourth moment. The spinor overlap is

χ_s†(φ)χ_s′(φ′) = ½[1 + s s′ e^(−i(φ−φ′))].

The Fourier transform of f at k − k′ expands as Σ_l f_l(k,k′)e^(il(φ−φ′)), with f_l(k,k′) = ∫ f J_l(kr)J_l(k′r) d²r. A wave with angular factor e^(ilφ) in front of χ_s has total angular momentum j = l + ½. The second term of the overlap lowers the angular index by one, so it selects f_(l+1). The reduced matrix element is

½[f_l + s s′ f_(l+1)] = ∫ f Φ_sk·Φ_s′k′ d²r,

Φ_sk(r) = (J_l(kr), s J_(l+1)(kr))/√2.

If a_s(k) are the branch amplitudes, the Schrödinger equation in this channel reads

(ε_s − E)a_s(k) = g Σ_s′ ∫ k′dk′/(2π) ½[f_l + s s′ f_(l+1)] a_s′(k′).

Divide by ε_s − E, multiply by √f Φ_sk, and sum over s and k. The function u = √f Σ_s ∫ k dk/(2π) Φ_sk a_s then obeys u = wKu, with the positive operator

K = (1/π) Σ_s ∫ x dx |√f Φ_sx⟩⟨√f Φ_sx| / [(x+s)² + δ].

Here Φ_sx means k = k₀x. A bound state exists when 1/w is an eigenvalue of K.

**Q.** That restates the problem. Where does the divergence appear, and what guarantees that everything else stays finite?

**A.** The divergence comes from s = −1 near x = 1. On 0 < x < 2 write the numerator as B(x) = x|√f Φ⟩⟨√f Φ| and expand it about x = 1.

- The constant term multiplies ∫ dy/(y² + δ) from −1 to 1, which is (2/√δ) arctan(1/√δ) = π/√δ − 2 + ….
- The linear term integrates to zero, because the interval is symmetric and y/(y² + δ) is odd.
- The rest is of order y², which cancels the small denominator. Two derivatives of Φ bring at most a factor r², so a finite fourth moment of f keeps this part bounded.

On the upper branch (x+1)² ≥ 1, so its part with x < 2 is bounded. For x > 2 both denominators exceed x²/4, and the trace of what remains is at most a constant times

∫ f d²r ∫₂^∞ (dx/x)[J_l² + J_(l+1)²].

Since J²(z) is bounded and falls as 1/z, the x integral converges and grows only as ln(1/k₀r) at small r, which is integrable. Hence

K = |p⟩⟨p|/√δ + R,

where p = √f Φ at s = −1, x = 1, and the norm of R stays below some M as δ → 0. The single nonzero eigenvalue of |p⟩⟨p| is its squared norm,

F_l = ½ ∫ f [J_l²(k₀r) + J_(l+1)²(k₀r)] d²r > 0.

The largest eigenvalue of K therefore lies within M of F_l/√δ. It falls continuously as δ grows, from infinity at δ → 0 to zero at δ → ∞, so it meets 1/w once for every w > 0. For small w,

|1/w − F_l/√δ| ≤ M,

√δ = wF_l[1 + O(w)],

Δ_j = E_R w²F_l²[1 + O(w)].

This proves both existence and the quadratic law, with the upper branch included.

**Q.** Your argument never used a particular l. Does one weak well bind infinitely many states?

**A.** In this model, yes: one level for every j. Adding a rank-one term to R cannot lift the second eigenvalue of K above M, so for w < 1/M, with M belonging to that channel, there is no second level with the same j.

The higher levels are shallow when the well is narrow. Expand the Bessel functions for k₀r ≪ 1, with J₀² ≈ 1 − k₀²r²/2 and J₁² ≈ k₀²r²/4:

F₀ ≈ ½(1 − k₀²⟨r²⟩/4), F₁ ≈ k₀²⟨r²⟩/8,

where ⟨r²⟩ = ∫ f r² d²r. The channels l = 0 and l = −1, that is j = ±½, share F₀ and, for such a narrow well, form the deepest pair. In the short-range limit F₀ = ½, which is the contact result. The next pair, j = ±3/2, has a binding smaller by the fourth power of the range.

For a Gaussian, f = exp(−r²/2b²)/(2πb²), the transform between two ring points an angle θ apart is exp[−κ(1 − cos θ)] with κ = (k₀b)². Since e^(κ cos θ) = Σ_l I_l(κ)e^(ilθ),

F_l = ½e^(−κ)[I_l(κ) + I_(l+1)(κ)].

**Q.** If I switch the Rashba coupling off, the exponential law has to return. Your formula gives zero instead.

**A.** The quadratic law holds for w → 0 at fixed k₀, not for k₀ → 0 at fixed w, and the next term shows where it stops. First-order perturbation theory in R gives

1/w = F_l/√δ + C_l + o(1),

√δ ≈ wF_l/(1 − wC_l),

with C_l = ⟨p|R|p⟩/F_l taken at δ → 0. For a Gaussian with k₀b ≪ 1, p is nearly proportional to √f and lies almost wholly in the first spin component. The contact integral then acquires the smooth cutoff e^(−k₀²b²x²) in place of X. Choose Y with 1 ≪ Y ≪ 1/(k₀b). Beyond Y the braces in the contact integral are close to 2/x², and

∫_Y^∞ e^(−k₀²b²x²) dx/x = −γ/2 − ln(k₀bY),

where γ is Euler's constant. A sharp cutoff gives ln X − ln Y. So ln X is replaced by ln(1/k₀b) − γ/2:

C₀ = (1/π)[ln(1/k₀b) − γ/2 − 1].

At k₀b = 0.02 the full equation gives 0.8343 and this formula 0.8351. The quadratic law requires wC₀ ≪ 1. It fails when ln(1/k₀b) reaches about π/w.

With α = 0 and E = −ħ²q²/2m, both branches have the same energy. The same projection onto √f gives

1/w = (1/π) ∫ k dk e^(−k²b²)/(k² + q²) ≈ −[γ + ln(q²b²)]/2π,

ħ²q²/2m ≈ (ħ²/2mb²) e^(−γ) e^(−2π/w).

The remaining parts of the well change 1/w by terms of order w, which alter this prefactor by a factor 1 + O(w). The condition ln(1/k₀b) ≪ π/w therefore makes E_R exceed this ordinary two-dimensional binding by a huge factor, about (k₀b)² e^(γ) e^(2π/w). A large factor alone is not enough, because the condition concerns logarithms. At w = 0.3 and k₀b = 0.0053, E_R is 6 × 10⁴ times the ordinary binding, yet the full equation binds 2.6 times as strongly as the leading law.

**Q.** Give me numbers in which I can see the difference.

**A.** Take m = 0.10 mₑ, α = 0.40 eV nm, and a Gaussian well of depth 0.15 eV and range b = 0.50 nm. Then ħ²/m = 0.7620 eV nm², and

k₀ = 0.40/0.7620 = 0.525 nm⁻¹,

E_R = ½ × 0.7620 × 0.5249² eV = 105.0 meV,

g = 2πb² × 0.15 eV = 0.2356 eV nm²,

w = 0.2356/0.7620 = 0.309.

Here k₀b = 0.262 and F₀ = 0.483. The leading law gives

Δ ≈ 105.0 meV × (0.3092 × 0.4834)² = 2.35 meV.

The numerical solution of the full two-branch equation gives 2.32 meV, so the law is 1.0% too high relative to it. The short-range form E_R w²/4 gives 2.51 meV, 8% too high. The level lies at E = −107.3 meV, and the next pair is bound by only 2.9 μeV. Without Rashba coupling, at the same mass and well, the binding is 1.3 × 10⁻⁹ eV, smaller by a factor of nearly two million.

At this range the numerical C₀ is −0.030, whereas the short-range formula would give +0.016. Its two main parts nearly cancel here, and the terms it drops are larger than what is left. With the numerical C₀ the corrected law gives 2.30 meV, now 0.8% too low, so higher terms are not negligible beside this small correction.

**Q.** One agreement at one strength does not establish a power law.

**A.** Keep k₀b fixed and halve w from 0.10 to 0.05. The full equation gives Δ/E_R = 2.325 × 10⁻³ and then 5.825 × 10⁻⁴, a ratio of 3.99. The ratio of Δ to E_R w²F₀² rises from 0.9893 at w = 0.40 to 0.9973 at w = 0.05. Over the last halving, the binding without Rashba coupling falls from 4.2 × 10⁻²⁷ E_R to 2.2 × 10⁻⁵⁴ E_R.

**Q.** All of that relies on your separation into angular momenta. Has it been checked without it?

**A.** Yes, on a Fourier grid in the plane with both spin components, for w = 1 and k₀b = 1. That well is not weak, so this compares two solutions of the full equation and does not test the leading law. Both give Δ/E_R = 0.064231, and the grid shows the degenerate pair.

The grid also tests the size of the state. Outside the well the free equation holds, so (k − k₀)² = −k₀²δ and k = k₀(1 ± i√δ). The amplitude falls as r^(−1/2) exp(−k₀√δ r). The grid density gives a decay rate of 0.2525 k₀, against √δ k₀ = 0.2534 k₀. In the worked example the decay length 1/(k₀√δ) is 12.8 nm, about 26 times the range of the well.

**Q.** Everything hangs on a perfectly flat ring. Crystals do not have one.

**A.** That is a real limit of the law. Add hexagonal warping, λk³ cos 3φ σz. The lower branch becomes

ε = ħ²k²/2m − √(α²k² + λ²k⁶ cos²3φ).

With c = λk₀²/α ≪ 1, expanding the root at k = k₀ gives a ring energy −E_R(1 + c² cos²3φ). Measured from its lowest points, the ring rises by E_R W sin²3φ, with W = c². The energies are even under k → −k while the σz part of the spinor is odd, so that part averages out at a contact well. To leading order in W each direction contributes its own inverse root, and with δ now measured from the lowest points

1/w = ½⟨1/√(δ + W sin²3φ)⟩.

If δ ≫ W, the earlier result stands. If δ ≪ W, the average is (2/π)∫₀^(π/2) dθ/√(δ + W sin²θ). Split the integral at a small angle θ₀ with √(δ/W) ≪ θ₀ ≪ 1. The inner part is ln(2θ₀√(W/δ))/√W and the outer part is ln(2/θ₀)/√W. Their sum does not depend on θ₀, and

1/w = ln(4√(W/δ))/(π√W),

δ = 16W exp(−2π√W/w).

The exponential law has returned, because the band bottom is again a set of isolated points. The crossover is near w²/4 = W.

For the example, assume λ = 0.05 eV nm³. The corrugation is 0.125 meV, and the leading-order formula lowers the contact binding from 2.51 to 2.45 meV. The warping also widens the ring and softens its radial curvature, which that formula leaves out; with the exact warped bands the contact value is about 2.47 meV, varying by 0.01 meV with the cutoff. The crossover lies near w = 0.07. At w = 0.015, again for a contact well, the flat ring would bind by 5.9 × 10⁻⁶ eV and the warped ring by 1.1 × 10⁻⁹ eV. A finite range changes the effective strength slightly, and the exponential magnifies that change: a Gaussian with the example's range, k₀b = 0.26, binds by 6.7 × 10⁻¹⁰ eV, while a narrower one with k₀b = 0.05 binds by 1.2 × 10⁻⁹ eV. The cubic term is meant only for momenta near the ring: beyond about 7.6 nm⁻¹ it would push the lower branch below the ring minimum.

**Q.** Which material did you have in mind, and would the level survive there?

**A.** The mass and α are rough values for the electron gas at the surface of BiTeI, whose Rashba coupling is unusually large. The well and λ are chosen, not derived from a defect or a measurement. The range of the well is also close to one lattice spacing, where a smooth well in a parabolic band is only a rough model. Leaving out momenta above 1.55 nm⁻¹, where the lower branch is 0.4 eV above its minimum, lowers the binding by 6%; cutting the upper branch at the same energy, near 0.5 nm⁻¹, raises the loss to 9%. The assumption such a layer breaks most plainly is that of an empty band. A density of 1.3 × 10¹² cm⁻² already puts the Fermi level 2.3 meV above the ring minimum, and reaching the branch crossing takes k₀²/π, about 9 × 10¹² cm⁻². Screening and Pauli blocking enter as soon as the ring begins to fill, well before the crossing is reached, and this one-electron energy cannot then be carried over. I have not calculated by how much it moves.

Band curvature matters too. At fixed α and g, Δ = m g²k₀²/(8ħ²) varies as m³, because k₀ is proportional to m. With a rough gap of 0.4 eV, E_R is 26% of the gap. A mass change of that share would multiply the binding by 2.0 in this short-range formula, and by 1.8 in the full equation with the same well, so band curvature alone leaves the binding uncertain by a factor of about two.

The binding corresponds to 27 K. It exceeds k_BT at 4 K, which is 0.34 meV, but is far below the 26 meV of room temperature. An in-plane field of about 0.002 MV/cm drops the binding energy over one decay length, which estimates where field ionization becomes strong. Resolving the level therefore calls for a nearly empty band, low temperature and a weak in-plane field, and disorder, which is left out here, must not broaden the level by as much as its binding. The quadratic law also needs a ring corrugation well below the binding. A corrugation comparable to the flat-ring binding weakens the level but does not remove it. The numerical output lists the main values of the example.

Table of computed values

```
mass 0.10 m_e; alpha 0.40 eV nm
well depth 0.15 eV; range b 0.50 nm
hbar^2/m = 0.7620 eV nm^2
ring radius k0 = 0.5249 1/nm
ring depth E_R = 104.99 meV
integrated well g = 0.2356 eV nm^2
strength w = 0.3092; k0*b = 0.2625 (no unit)
ring factor F_0 = 0.4834; constant C_0 = -0.0298
binding, full equation = 2.3213 meV
binding, E_R (w F)^2 = 2.3452 meV
binding, E_R w^2/4 = 2.5095 meV
binding, with C_0 = 2.3026 meV
level energy E = -107.309 meV
mesh shift 200 to 280 nodes = 8.2e-14 meV
next pair (j = 3/2) binding = 2.872 ueV
amplitude decay length = 12.81 nm
binding without Rashba = 1.30e-09 eV
w | Delta/E_R | Delta/(E_R w^2 F^2) | no Rashba, /E_R
0.40 | 3.6981e-02 | 0.9893 | 1.25e-06
0.20 | 9.2678e-03 | 0.9917 | 1.87e-13
0.10 | 2.3246e-03 | 0.9950 | 4.22e-27
0.05 | 5.8248e-04 | 0.9973 | 2.17e-54
2D grid test w=1, k0*b=1: Delta/E_R = 0.064231
same, angular-momentum solver = 0.064231
decay rate/k0: grid 0.2525, pole 0.2534
short-range C_0 at k0*b=0.02: 0.8343, formula 0.8351
Neglected effects, sized for the example:
k_B T at 4 K = 0.345 meV; at 300 K = 25.85 meV
binding / k_B = 26.9 K
density for Fermi level at +Delta = 1.30e+12 cm^-2
ionizing in-plane field ~ 1.81e-03 MV/cm
assumed warping 0.05 eV nm^3: corrugation 0.125 meV
contact binding, warped ring = 2.448 meV
warping matters below w ~ 0.069
w=0.015: warped 1.08e-09 eV, flat 5.91e-06 eV
same, exponential law = 1.08e-09 eV
rough gap 0.40 eV: E_R/gap = 0.26
binding factor if mass grows by that share = 2.01
```
